**Sampling the valley splitting of random-alloy Si/SiGe dots**

The program draws random Ge configurations, diagonalizes an atomistic chain for each, and finds intervals for the mean valley splitting $E_v$, its low-tail fraction and its 5% quantile. The splitting is compared with $2|\Delta|$, where $\Delta$ is the intervalley coupling, $\sigma^2$ its variance and $\kappa$ its pseudo-variance. The program asserts that chain gaps and $2|\Delta|$ have a correlation above 0.98 and means within 8%, and that the Gaussian law gives the mean within 8% for the soft interface and 12% for a sharper one. It also asserts that Clopper–Pearson coverage stays at or above 95% on a grid of tail fractions, while Wald coverage falls below 90% somewhere on that grid. For the 1 nm interface, 8000 draws give a mean of 52.2 µeV, and 400 draws give the interval 49.5 to 55.0 µeV. The fraction below 5 µeV, carried down from a 40 µeV anchor, is 0.69% with interval 0.58% to 0.81%; direct counting of the same 400 draws gives 0.06% to 1.8%. The sharper interface has a similar mean, 54.9 µeV, but 3.5% instead of 11.2% of its draws lie below 20 µeV.

## Numerical verification

```python
"""Valley splitting of random-alloy Si/SiGe dots, with confidence intervals.

Result under test: the gap of an atomistic chain is 2|Delta|, where Delta is
close to a complex Gaussian set by the alloy. Its low tail grows as the square
of the splitting. Student, Clopper-Pearson and order-statistic intervals
quantify the mean, the tail fraction and a low quantile.
Symbols: x = mean Ge fraction of a layer, X = dot-weighted Ge fraction,
F2 = envelope probability per layer, w = lateral site weight,
theta0 = valley phase per layer. Energies in eV (splittings in ueV), nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eig_banded, eigh_tridiagonal
from scipy.special import ellipe
from scipy.stats import beta, binom, t as student

rng = np.random.default_rng(20417)

# ---------- chosen model parameters (rough typical values) ----------
A_LAT = 0.543          # nm
M_L, M_T = 0.916, 0.19  # electron masses
K0_FRACTION = 0.85     # valley position in units of 2 pi / a
E_GE = 0.50            # eV, site energy of Ge relative to Si
X_BARRIER = 0.30
WELL = 8.0             # nm
WIDTH = 1.0            # nm, four times the sigmoid length
FIELD = 0.005          # eV/nm, equal to 0.05 MV/cm
HW = 0.002             # eV, lateral quantum
POOL, CAMPAIGN = 8000, 400
ANCHOR, LIMIT, DEEP = 40.0, 20.0, 5.0  # ueV

H2M = sc.hbar**2 / sc.m_e / sc.e * 1e18  # hbar^2/m0 in eV nm^2
d = A_LAT / 4
theta0 = K0_FRACTION * np.pi / 2
U2 = H2M / (8 * M_L * d**2 * np.sin(theta0)**2)
V1 = -4 * U2 * np.cos(theta0)
ell = np.sqrt(H2M / (M_T * HW))
z = np.arange(-4.0, WELL + 2.0, d)
layers = len(z)
index = np.arange(layers)

# Band minimum and mass obtained numerically from the dispersion
def band_energy(q):
    return 2 * V1 * np.cos(q) + 2 * U2 * np.cos(2 * q)

q_grid = np.linspace(0, np.pi, 200001)
assert abs(q_grid[np.argmin(band_energy(q_grid))] - theta0) < 1e-4
step = 1e-3
curv = (band_energy(theta0 + step) + band_energy(theta0 - step)
        - 2 * band_energy(theta0)) / step**2
assert abs(H2M / (curv * d**2) / M_L - 1) < 1e-4

# ---------- lateral sites of one atomic layer ----------
b = A_LAT / np.sqrt(2)
reach = int(3.2 * ell / b) + 1
gi, gj = np.meshgrid(np.arange(-reach, reach + 1),
                     np.arange(-reach, reach + 1))
sx, sy = gi.ravel() * b / ell, gj.ravel() * b / ell
inside = sx**2 + sy**2 < 3.2**2
sx, sy = sx[inside], sy[inside]
raw = np.exp(-(sx**2 + sy**2))
w = raw / raw.sum()
w2 = np.sum(w**2)
w2_formula = A_LAT**2 / (4 * np.pi * ell**2)
assert abs(w2 / w2_formula - 1) < 2e-3
SHELLS = 20
shell = np.minimum((SHELLS * raw**(2 / 3)).astype(int), SHELLS - 1)
shell_n = np.bincount(shell, minlength=SHELLS)
shell_w = np.bincount(shell, weights=w, minlength=SHELLS) / shell_n
variance_loss = 1 - np.sum(shell_n * shell_w**2) / w2
assert 0 <= variance_loss < 0.005

def profile(width):
    tau = width / 4
    return X_BARRIER * (1 / (1 + np.exp(z / tau))
                        + 1 / (1 + np.exp((WELL - z) / tau)))

def draw_layers(x, count):
    """Dot-weighted Ge fractions from binomial Ge counts in each shell."""
    out = np.zeros((layers, count))
    for n in range(layers):
        for number, weight in zip(shell_n, shell_w):
            out[n] += weight * rng.binomial(number, x[n], size=count)
    return out.T

def chain_gap(X, bond_change=0.0):
    """Gap in ueV between the two lowest states of the atomistic chain."""
    band = np.zeros((3, layers))
    band[0] = E_GE * X + FIELD * z
    band[1, :-1] = V1 * (1 + bond_change * (X[:-1] + X[1:]) / 2)
    band[2, :-2] = U2 * (1 + bond_change * (X[:-2] + X[2:]) / 2)
    e = eig_banded(band, lower=True, eigvals_only=True,
                   select='i', select_range=(0, 1))
    return (e[1] - e[0]) * 1e6

def envelope(x, e_ge=E_GE):
    """Effective-mass ground state in the averaged alloy."""
    hop = H2M / (2 * M_L * d**2)
    e, f = eigh_tridiagonal(2 * hop + e_ge * x + FIELD * z,
                            -hop * np.ones(layers - 1),
                            select='i', select_range=(0, 0))
    return e[0], f[:, 0]**2

def coupling_moments(x, e_ge=E_GE):
    """First-order mean (ueV), covariance (ueV^2), sigma^2 and kappa."""
    _, F2 = envelope(x, e_ge)
    mean = 1e6 * np.sum((e_ge * x + FIELD * z) * F2
                        * np.exp(-2j * theta0 * index))
    A = (1e6 * e_ge * F2)**2 * x * (1 - x) * w2
    s2, kappa = A.sum(), np.sum(A * np.exp(-4j * theta0 * index))
    C = 0.5 * np.array([[s2 + kappa.real, kappa.imag],
                        [kappa.imag, s2 - kappa.real]])
    return mean, C, s2, kappa

def disc_integral(mu, C, radius, power):
    """Integral of |Delta|^power times the Gaussian density over a disc."""
    nr, na = 1200, 180
    r = (np.arange(nr) + 0.5) * radius / nr
    a = 2 * np.pi * np.arange(na) / na
    dx = r[:, None] * np.cos(a) - mu.real
    dy = r[:, None] * np.sin(a) - mu.imag
    P = np.linalg.inv(C)
    density = np.exp(-0.5 * (P[0, 0] * dx**2 + 2 * P[0, 1] * dx * dy
                             + P[1, 1] * dy**2))
    density /= 2 * np.pi * np.sqrt(np.linalg.det(C))
    return (np.sum(density * r[:, None]**(1 + power))
            * (radius / nr) * (2 * np.pi / na))

def law_mean(mu, C):
    return 2 * disc_integral(mu, C, abs(mu) + 9 * np.sqrt(np.trace(C)), 1)

def law_tail(mu, C, eps):
    return disc_integral(mu, C, eps / 2, 0)

# ---------- large pool of random alloys ----------
x = profile(WIDTH)
X_pool = draw_layers(x, POOL)
pool = np.array([chain_gap(X) for X in X_pool])
dense = (np.diag(E_GE * X_pool[0] + FIELD * z)
         + V1 * (np.eye(layers, k=1) + np.eye(layers, k=-1))
         + U2 * (np.eye(layers, k=2) + np.eye(layers, k=-2)))
dense_e = np.linalg.eigvalsh(dense)
assert abs((dense_e[1] - dense_e[0]) * 1e6 - pool[0]) < 1e-3
subband = (dense_e[2] - dense_e[0]) * 1e3
alloy = x > 0.05
scaled = (X_pool - x)[:, alloy] / np.sqrt(x * (1 - x) * w2)[alloy]
assert abs(np.mean(scaled**2) - 1) < 0.02

# ---------- perturbative coupling and Gaussian law ----------
E0, F2 = envelope(x)
first = 2e6 * np.abs((E_GE * X_pool + FIELD * z)
                     @ (F2 * np.exp(-2j * theta0 * index)))
correlation = np.corrcoef(first, pool)[0, 1]
assert correlation > 0.98 and abs(first.mean() / pool.mean() - 1) < 0.08
mu_first, C, s2, kappa = coupling_moments(x)
vca_gap = chain_gap(x)
mu = mu_first / abs(mu_first) * vca_gap / 2
theory_mean = law_mean(mu, C)
assert abs(theory_mean / pool.mean() - 1) < 0.08
tail_pool = {e: np.mean(pool < e) for e in (ANCHOR, LIMIT, DEEP)}
tail_law = {e: law_tail(mu, C, e) for e in (ANCHOR, LIMIT, DEEP)}
assert abs(tail_law[ANCHOR] / tail_pool[ANCHOR] - 1) < 0.20
small, large = np.linalg.eigvalsh(C)
elliptic = 2 * np.sqrt(2 * large / np.pi) * ellipe(1 - small / large)
assert abs(elliptic / law_mean(0j, C) - 1) < 1e-3
m = np.array([mu.real, mu.imag])
quadratic = (DEEP**2 / (8 * np.sqrt(np.linalg.det(C)))
             * np.exp(-0.5 * m @ np.linalg.solve(C, m)))
assert abs(quadratic / tail_law[DEEP] - 1) < 0.02

# Sharper interface: the mean coupling no longer vanishes
SHARP = 0.3
x_sharp = profile(SHARP)
sharp = np.array([chain_gap(X) for X in draw_layers(x_sharp, 1500)])
mu_s, C_s, s2_s, kappa_s = coupling_moments(x_sharp)
sharp_vca = chain_gap(x_sharp)
mu_s = mu_s / abs(mu_s) * sharp_vca / 2
sharp_theory = law_mean(mu_s, C_s)
assert abs(sharp_theory / sharp.mean() - 1) < 0.12

# ---------- confidence intervals ----------
def clopper_pearson(k, n, level=0.95):
    k = np.asarray(k, dtype=float)
    tail = (1 - level) / 2
    lo = np.where(k > 0, beta.ppf(tail, np.maximum(k, 1), n - k + 1), 0.0)
    hi = np.where(k < n, beta.ppf(1 - tail, k + 1, np.maximum(n - k, 1)), 1.0)
    return lo, hi

def mean_interval(y):
    n = y.shape[-1]
    half = student.ppf(0.975, n - 1) * y.std(axis=-1, ddof=1) / np.sqrt(n)
    return y.mean(axis=-1) - half, y.mean(axis=-1) + half

def quantile_ranks(n, q):
    return int(binom.ppf(0.025, n, q)), int(binom.ppf(0.975, n, q)) + 1

def transfer(p, eps):
    """Carry a tail fraction from the anchor to a smaller splitting."""
    return 1 - (1 - p)**((eps / ANCHOR)**2)

sample = pool[:CAMPAIGN]
mean_lo, mean_hi = mean_interval(sample)
counts = {e: int(np.sum(sample < e)) for e in (ANCHOR, LIMIT, DEEP)}
cp = {e: clopper_pearson(counts[e], CAMPAIGN) for e in counts}
deep_est = transfer(counts[ANCHOR] / CAMPAIGN, DEEP)
deep_lo, deep_hi = [transfer(p, DEEP) for p in cp[ANCHOR]]
rank_lo, rank_hi = quantile_ranks(CAMPAIGN, 0.05)
ordered = np.sort(sample)
q_lo, q_hi = ordered[rank_lo - 1], ordered[rank_hi - 1]

# Coverage, by repeated batches and by explicit binomial sums
lo, hi = mean_interval(pool.reshape(-1, 40))
cover_mean = np.mean((lo <= pool.mean()) & (pool.mean() <= hi))
assert 0.89 < cover_mean <= 1
batches = np.sort(pool.reshape(-1, 200), axis=1)
r1, r2 = quantile_ranks(200, 0.05)
q_pool = np.quantile(pool, 0.05)
cover_q = np.mean((batches[:, r1 - 1] <= q_pool)
                  & (q_pool <= batches[:, r2 - 1]))
assert cover_q > 0.84
k_all = np.arange(CAMPAIGN + 1)
p_hat = k_all / CAMPAIGN
cp_lo, cp_hi = clopper_pearson(k_all, CAMPAIGN)
wald = 1.96 * np.sqrt(p_hat * (1 - p_hat) / CAMPAIGN)

def binomial_coverage(lower, upper, p):
    """Probability that the interval of the observed count contains p."""
    return np.sum(binom.pmf(k_all, CAMPAIGN, p)
                  * ((lower <= p) & (p <= upper)))

# Both interval types are judged on the same range of true fractions
p_grid = np.linspace(0.001, 0.3, 300)
cover_cp = min(binomial_coverage(cp_lo, cp_hi, p) for p in p_grid)
assert cover_cp >= 0.95 - 1e-9
wald_grid = np.array([binomial_coverage(p_hat - wald, p_hat + wald, p)
                      for p in p_grid])
cover_wald_min = wald_grid.min()
p_wald_min = p_grid[wald_grid.argmin()]
assert cover_wald_min < 0.90
p_deep = tail_law[DEEP]
cover_wald_deep = binomial_coverage(p_hat - wald, p_hat + wald, p_deep)

# Tail transfer against direct counts in the large pool
deep_count = int(np.sum(pool < DEEP))
wide_lo, wide_hi = clopper_pearson(deep_count, POOL, 0.999)
pool_transfer = transfer(tail_pool[ANCHOR], DEEP)
assert wide_lo < pool_transfer < wide_hi
assert abs(transfer(tail_pool[ANCHOR], LIMIT) / tail_pool[LIMIT] - 1) < 0.20

cv = sample.std(ddof=1) / sample.mean()
n_mean = int(np.ceil((1.96 * cv / 0.05)**2))
p20 = counts[LIMIT] / CAMPAIGN
n_tail = int(np.ceil(1.96**2 * (1 - p20) / (p20 * 0.20**2)))

# ---------- neglected lateral mixing, with site-by-site alloys ----------
h = [np.ones_like(sx), np.sqrt(2) * sx, np.sqrt(2) * sy,
     (2 * sx**2 - 1) / np.sqrt(2), 2 * sx * sy, (2 * sy**2 - 1) / np.sqrt(2)]
quanta = [0, 1, 1, 2, 2, 2]
pairs = [(i, j) for i in range(6) for j in range(i + 1)]
pair_w = np.array([w * h[i] * h[j] for i, j in pairs], dtype=np.float32).T

def orbital_gap(fluct, k):
    """Valley gap with k lateral orbitals kept, in ueV."""
    band = np.zeros((2 * k + 1, layers * k))
    for col, (i, j) in enumerate(pairs):
        if i < k:
            entry = E_GE * fluct[:, col]
            if i == j:
                entry = entry + E_GE * x + FIELD * z + HW * quanta[i]
            band[i - j, j::k] = entry
    band[k, :-k] = V1
    band[2 * k, :-2 * k] = U2
    e = eig_banded(band, lower=True, eigvals_only=True,
                   select='i', select_range=(0, 1))
    return (e[1] - e[0]) * 1e6

ATOMISTIC = 24
mixed, site_scaled = [], []
for _ in range(ATOMISTIC):
    ge = rng.random((layers, len(w)), dtype=np.float32) < x[:, None]
    fluct = (ge - x[:, None]).astype(np.float32) @ pair_w
    fluct = fluct.astype(float)
    site_scaled.append(fluct[alloy, 0] / np.sqrt(x * (1 - x) * w2)[alloy])
    mixed.append([orbital_gap(fluct, k) for k in (1, 3, 6)])
mixed = np.array(mixed)
site_variance = np.mean(np.array(site_scaled)**2)
assert abs(site_variance - 1) < 0.17
rms3 = np.sqrt(np.mean((mixed[:, 1] - mixed[:, 0])**2))
rms6 = np.sqrt(np.mean((mixed[:, 2] - mixed[:, 0])**2))
shift6 = np.mean(mixed[:, 2] - mixed[:, 0])
assert rms6 < 0.2 * pool.mean()

# ---------- other neglected effects and model sensitivity ----------
BOND = 0.05
bond_mean = np.mean([chain_gap(X, BOND) for X in X_pool[:CAMPAIGN]])
def zero_mean_law(width, e_ge=E_GE):
    return law_mean(0j, coupling_moments(profile(width), e_ge)[1])
mean_08, mean_12 = zero_mean_law(0.8), zero_mean_law(1.2)
mean_ge = zero_mean_law(WIDTH, 1.1 * E_GE)
kT = sc.k * 0.1 / sc.e * 1e6
phi = E_GE * X_BARRIER - E0
wkb = 4 / 3 * np.sqrt(2 * M_L * phi / H2M) * phi / FIELD

# ---------- printed numbers ----------
print(f"lattice a {A_LAT} nm; masses {M_L}, {M_T}; k0 {K0_FRACTION} (2pi/a)")
print(f"Ge site energy {E_GE} eV; barrier Ge fraction {X_BARRIER}")
print(f"well {WELL} nm; interface parameter {WIDTH} nm")
print(f"field {FIELD*10:.3f} MV/cm; lateral quantum {HW*1e3:.1f} meV")
print(f"layer spacing {d:.5f} nm; layers {layers}; theta0 {theta0:.4f} rad")
print(f"hoppings v {V1:.4f} eV, u {U2:.4f} eV")
print(f"dot length l {ell:.2f} nm; sites kept per layer {len(w)}")
print(f"sum w^2: lattice {w2:.4e}, formula {w2_formula:.4e}")
print(f"variance lost by {SHELLS} shells {100*variance_loss:.3f} %")
print(f"ground energy {E0*1e3:.2f} meV; next subband +{subband:.2f} meV")
print(f"averaged-alloy gap {vca_gap:.4f} ueV")
print(f"sigma {np.sqrt(s2):.2f} ueV; |kappa|/sigma^2 {abs(kappa)/s2:.4f}")
print(f"correlation of chain gap with 2|Delta| {correlation:.5f}")
print(f"pool {POOL}: mean {pool.mean():.2f}, sd {pool.std(ddof=1):.2f} ueV")
print(f"mean of 2|Delta| in pool {first.mean():.2f} ueV")
print(f"Gaussian-law mean {theory_mean:.2f} ueV; elliptic {elliptic:.2f} ueV")
for e in (ANCHOR, LIMIT, DEEP):
    print(f"P(Ev<{e:.0f} ueV): pool {100*tail_pool[e]:.3f} %, "
          f"law {100*tail_law[e]:.3f} %")
print(f"quadratic law at {DEEP:.0f} ueV {100*quadratic:.3f} %")
print(f"campaign {CAMPAIGN}: mean {sample.mean():.2f} ueV, cv {cv:.4f}")
print(f"95% interval of mean {mean_lo:.2f} to {mean_hi:.2f} ueV")
for e in (ANCHOR, LIMIT, DEEP):
    print(f"below {e:.0f} ueV: {counts[e]} dots, 95% interval "
          f"{100*cp[e][0]:.3f} to {100*cp[e][1]:.3f} %")
print(f"transfer to {DEEP:.0f} ueV: {100*deep_est:.3f} %, "
      f"{100*deep_lo:.3f} to {100*deep_hi:.3f} %")
print(f"5% quantile: campaign {np.quantile(sample, .05):.2f} ueV, "
      f"pool {q_pool:.2f} ueV")
print(f"ranks {rank_lo}, {rank_hi}: interval {q_lo:.2f} to {q_hi:.2f} ueV")
print(f"pool count below {DEEP:.0f} ueV {deep_count}; "
      f"transfer {100*pool_transfer:.3f} %")
print(f"99.9% interval of that count {100*wide_lo:.3f} "
      f"to {100*wide_hi:.3f} %")
print(f"coverage: mean (n=40) {cover_mean:.3f}, quantile (n=200) {cover_q:.3f}")
print(f"coverage: Clopper-Pearson minimum on grid {cover_cp:.4f}")
print(f"coverage: Wald minimum on grid {cover_wald_min:.4f} "
      f"at p={100*p_wald_min:.2f} %")
print(f"coverage: Wald at p={100*p_deep:.3f} % is {cover_wald_deep:.3f}")
print(f"draws for 5% half-width of mean {n_mean}")
print(f"draws for 20% half-width of P(Ev<{LIMIT:.0f} ueV) {n_tail}")
print(f"sharp interface {SHARP} nm: averaged-alloy gap {sharp_vca:.2f} ueV")
print(f"sharp: sigma {np.sqrt(s2_s):.2f} ueV, "
      f"|kappa|/sigma^2 {abs(kappa_s)/s2_s:.3f}")
print(f"sharp mean: chain {sharp.mean():.2f}, law {sharp_theory:.2f} ueV")
print(f"sharp P(Ev<{LIMIT:.0f} ueV): chain {100*np.mean(sharp<LIMIT):.2f} %, "
      f"law {100*law_tail(mu_s, C_s, LIMIT):.2f} %")
print(f"site-by-site alloys {ATOMISTIC}: variance ratio {site_variance:.3f}")
print(f"lateral mixing rms: 3 orbitals {rms3:.2f}, 6 orbitals {rms6:.2f} ueV")
print(f"mean shift with 6 orbitals {shift6:.2f} ueV")
print(f"hopping +{100*BOND:.0f}% at Ge: campaign mean {bond_mean:.2f} ueV")
print(f"law mean at width 0.8 nm {mean_08:.2f}, 1.2 nm {mean_12:.2f} ueV")
print(f"law mean with Ge site energy +10% {mean_ge:.2f} ueV")
print(f"kT at 0.1 K {kT:.2f} ueV")
print(f"upper barrier {phi*1e3:.1f} meV, exit at {phi/FIELD:.1f} nm, "
      f"WKB exponent {wkb:.1f}")
print("checks complete")
```

Printed output:

```
lattice a 0.543 nm; masses 0.916, 0.19; k0 0.85 (2pi/a)
Ge site energy 0.5 eV; barrier Ge fraction 0.3
well 8.0 nm; interface parameter 1.0 nm
field 0.050 MV/cm; lateral quantum 2.0 meV
layer spacing 0.13575 nm; layers 104; theta0 1.3352 rad
hoppings v -0.5573 eV, u 0.5968 eV
dot length l 14.16 nm; sites kept per layer 43741
sum w^2: lattice 1.1702e-04, formula 1.1701e-04
variance lost by 20 shells 0.142 %
ground energy 22.36 meV; next subband +20.33 meV
averaged-alloy gap 0.0029 ueV
sigma 29.19 ueV; |kappa|/sigma^2 0.0237
correlation of chain gap with 2|Delta| 0.99960
pool 8000: mean 52.22, sd 27.17 ueV
mean of 2|Delta| in pool 52.12 ueV
Gaussian-law mean 51.74 ueV; elliptic 51.74 ueV
P(Ev<40 ueV): pool 36.200 %, law 37.463 %
P(Ev<20 ueV): pool 11.162 %, law 11.073 %
P(Ev<5 ueV): pool 0.575 %, law 0.731 %
quadratic law at 5 ueV 0.734 %
campaign 400: mean 52.21 ueV, cv 0.5348
95% interval of mean 49.46 to 54.95 ueV
below 40 ueV: 143 dots, 95% interval 31.049 to 40.664 %
below 20 ueV: 50 dots, 95% interval 9.422 to 16.146 %
below 5 ueV: 2 dots, 95% interval 0.061 to 1.794 %
transfer to 5 ueV: 0.689 %, 0.579 to 0.812 %
5% quantile: campaign 12.38 ueV, pool 13.43 ueV
ranks 12, 30: interval 10.34 to 15.43 ueV
pool count below 5 ueV 46; transfer 0.700 %
99.9% interval of that count 0.337 to 0.909 %
coverage: mean (n=40) 0.960, quantile (n=200) 1.000
coverage: Clopper-Pearson minimum on grid 0.9504
coverage: Wald minimum on grid 0.3298 at p=0.10 %
coverage: Wald at p=0.731 % is 0.944
draws for 5% half-width of mean 440
draws for 20% half-width of P(Ev<20 ueV) 673
sharp interface 0.3 nm: averaged-alloy gap 49.50 ueV
sharp: sigma 14.71 ueV, |kappa|/sigma^2 0.450
sharp mean: chain 54.88, law 53.71 ueV
sharp P(Ev<20 ueV): chain 3.47 %, law 4.28 %
site-by-site alloys 24: variance ratio 1.016
lateral mixing rms: 3 orbitals 0.91, 6 orbitals 1.10 ueV
mean shift with 6 orbitals -0.21 ueV
hopping +5% at Ge: campaign mean 50.18 ueV
law mean at width 0.8 nm 43.54, 1.2 nm 60.17 ueV
law mean with Ge site energy +10% 53.14 ueV
kT at 0.1 K 8.62 ueV
upper barrier 127.6 meV, exit at 25.5 nm, WKB exponent 59.6
checks complete
```
